**Dirac-Coulomb 1s spinor in momentum space: closed form, tail and moments**

For a point nucleus, with $\gamma=\sqrt{1-(Z\alpha)^2}$ and $k=p/Z$, the large and small momentum amplitudes $G(k)$ and $F(k)$ have closed trigonometric forms, both fall as $k^{-\gamma-2}$, the density tends to $Tk^{-2\gamma-4}$, and $\langle p^n\rangle$ exists for $-3<n<2\gamma+1$, against $-3<n<5$ for the Schrödinger state. For $Z=1$, $32$ and $80$ the program asserts that the position spinor satisfies the Cartesian Dirac equation by finite differences, that the phases, closed forms and two-term tails agree with direct angular and radial quadrature, and that the momentum integrals reproduce the weights $(1\pm\gamma)/2$, $\langle p^2\rangle=Z^2(2-\gamma)/(\gamma(2\gamma-1))$, the virial value $Z^2/\gamma$ and a position-space Green-function value of $\langle p^{-2}\rangle$. It also asserts the growth law of cut-off moments, the Schrödinger limit, the small-$Z\alpha$ estimates, the bound $|F/G|>4/(\pi Z\alpha)$ far in the tail on a grid of $Z\alpha$, and the slope $-(\gamma+5/2)$ of $G$ at the crossover $k^*=(\gamma+1)\tan(\pi\gamma/2)$. A shooting solution for a uniformly charged nucleus of radius $R$ is asserted to approach the point-nucleus energy and $\langle p^2\rangle$ at small $R$ and to give $\langle p^4\rangle$ growing as $R^{-(3-2\gamma)}$. The output is a worked example for hydrogen-like germanium, without recoil or radiative corrections: $\gamma=0.972353$, $p^*=10.6\,mc$, $T=0.1477$ and $\langle p^2\rangle/Z^2=1.1187$. For a model radius of 5 fm it gives $\langle p^4\rangle/Z^4=131$ against the Schrödinger value 5, and the small radii give the exponent $1.0551$ against $3-2\gamma=1.0553$.

## Numerical check

```python
# Dirac-Coulomb 1s spinor in momentum space (Hartree atomic units, c = 1/alpha).
# gamma = sqrt(1-(Z alpha)^2), s = Z alpha/(1+gamma), k = p/Z, th = atan k, rho = sqrt(1+k^2).
# Position: g = A r^(gamma-1) e^(-Zr), f = -s g.  Scaled momentum amplitudes:
#   G = sqrt(2/pi) a I0, F = -sqrt(2/pi) a s I1, a^2 = (1+gamma) 4^gamma/Gamma(2 gamma+1),
#   I_l(k) = int x^(gamma+1) e^(-x) j_l(kx) dx, claimed closed forms
#   I0 = Gamma(gamma+1) sin((gamma+1)th)/(k rho^(gamma+1)),
#   I1 = Gamma(gamma) sin(gamma th)/(k^2 rho^gamma) - Gamma(gamma+1) cos((gamma+1)th)/(k rho^(gamma+1)).
# Claims: both tails k^(-gamma-2); G^2+F^2 -> T k^(-2 gamma-4); <p^n> finite iff -3 < n < 2 gamma+1;
# <p^2> = Z^2 (2-gamma)/(gamma(2 gamma-1)); <c alpha.p> = Z^2/gamma;
# uniform nucleus of radius R: <p^4> finite, growing as R^-(3-2 gamma).
import numpy as np
from math import pi, sqrt, sin, cos, tan, exp, log, ceil
from scipy.special import gamma as Gam, beta as Beta, gammainc, roots_jacobi, spherical_jn
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.constants import alpha, physical_constants as pc

c = 1/alpha
fm = 1e-15/pc['Bohr radius'][0]
mc_MeV = pc['electron mass energy equivalent in MeV'][0]
leg = np.polynomial.legendre.leggauss
close = lambda x, y, tol: abs(x-y) <= tol*abs(y)
KMAX = exp(80.0)

def params(za):
    g = sqrt(1-za*za)
    return g, za/(1+g), sqrt((1+g)*4**g/Gam(2*g+1))

def closed(k, g):
    th, rho = np.arctan(k), np.sqrt(1+k*k)
    i0 = Gam(g+1)*np.sin((g+1)*th)/(k*rho**(g+1))
    i1 = Gam(g)*np.sin(g*th)/(k*k*rho**g) - Gam(g+1)*np.cos((g+1)*th)/(k*rho**(g+1))
    return i0, i1

def tail(k, g):
    C, S = cos(pi*g/2), sin(pi*g/2)
    return (Gam(g+1)*k**(-g-2)*(C+(g+1)*S/k), Gam(g)*k**(-g-2)*((g+1)*S-g*(g+2)*C/k))

def amps(k, za):
    g, s, a = params(za)
    i0, i1 = closed(k, g)
    return sqrt(2/pi)*a*i0, -sqrt(2/pi)*a*s*i1

def tail_T(za):
    g, s, a = params(za)
    return 2/pi*a*a*Gam(g)**2*((g*cos(pi*g/2))**2+(za*sin(pi*g/2))**2)

def radial_nodes(k, g):      # nodes and weights for int x^(g+1) e^(-x) (...) dx
    h = min(pi/k, 0.5)
    tj, wj = roots_jacobi(16, 0.0, g+1)
    t, w = leg(16)
    x0 = h*(1+tj)/2
    x = (h*(np.arange(1, ceil(45/h))[:, None]+(1+t)/2)).ravel()
    ww = np.tile(h*w/2, len(x)//16)*x**(g+1)
    x = np.concatenate([x0, x])
    return x, np.concatenate([(h/2)**(g+2)*wj, ww])*np.exp(-x)

def direct(k, g):            # Fourier-Bessel integrals from the definition
    x, w = radial_nodes(k, g)
    return np.sum(w*spherical_jn(0, k*x)), np.sum(w*spherical_jn(1, k*x))

def segment(n, dens, ka, kb):
    e = np.linspace(log(ka), log(kb), ceil(log(kb/ka))+1)
    t, w = leg(20)
    h = e[1]-e[0]
    k = np.exp(e[:-1, None]+h*(1+t)/2)
    return np.sum(h*w/2*k**(n+3)*dens(k))

def moment(n, dens, kmax=KMAX):
    t, w = leg(40)
    k = (1+t)/2
    return np.sum(w/2*k**(n+2)*dens(k))+segment(n, dens, 1.0, kmax)

def density(za):
    return lambda k: amps(k, za)[0]**2+amps(k, za)[1]**2

sig = [np.array(m, complex) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
amat = [np.block([[0*m, m], [m, 0*m]]) for m in sig]
beta1 = np.diag([0, 0, -2, -2])

for Z in (1, 32, 80):
    za = Z*alpha
    g, s, a = params(za)
    # the position spinor solves the Cartesian Dirac equation (finite differences)
    def psi(v):
        r = np.linalg.norm(v)
        up = r**(g-1)*exp(-Z*r)*np.array([1, 0], complex)
        return np.concatenate([up, 1j*s*sum(sig[i]*v[i]/r for i in range(3)) @ up])
    v, h = np.array([0.5, -0.3, 0.7])/Z, 1e-3/Z
    Hpsi = c*c*(beta1 @ psi(v)) - Z/np.linalg.norm(v)*psi(v)
    for i in range(3):
        d = h*np.eye(3)[i]
        Hpsi = Hpsi-1j*c*amat[i] @ ((8*(psi(v+d)-psi(v-d))-psi(v+2*d)+psi(v-2*d))/(12*h))
    target = c*c*(g-1)*psi(v)
    assert np.linalg.norm(Hpsi-target) < 1e-7*np.linalg.norm(target)
    # phases: explicit angular integration of exp(-ikxu), p along z, spin up
    x, w = radial_nodes(1.5, g)
    u, wu = leg(100)
    ph = np.exp(-1.5j*np.outer(x, u))
    pref = 2*pi*a/(2*pi)**1.5
    G, F = amps(1.5, za)
    assert abs(pref*(w @ ph @ wu)-G) < 1e-10*G
    assert abs(pref*1j*s*(w @ ph @ (wu*u))+F) < 1e-10*abs(F) and F < 0
    # closed form and two-term tails against quadrature
    for k in (0.3, 1.0, 5.0, 50.0):
        for dq, cf in zip(direct(k, g), closed(k, g)):
            assert close(dq, cf, 1e-8)
    d1, d2 = direct(1000.0, g), direct(2000.0, g)
    for l in (0, 1):         # rounding of kx limits the oscillatory sum near 1e-6
        assert close(d1[l], closed(1000.0, g)[l], 1e-4) and close(d1[l], tail(1000.0, g)[l], 1e-4)
    assert abs(np.log2(d2[1]/d1[1])+g+2) < 1e-3
    if Z == 80:
        assert abs(np.log2(d2[0]/d1[0])+g+2) < 1e-2
        assert close(s*d2[1]/d2[0], za*tan(pi*g/2)/g, 5e-3)
    # Parseval weights and moments against position-space values
    assert close(moment(0, lambda k: amps(k, za)[0]**2), (1+g)/2, 1e-9)
    assert close(moment(0, lambda k: amps(k, za)[1]**2), (1-g)/2, 1e-9)
    assert close(moment(2, density(za)), (2-g)/(g*(2*g-1)), 1e-9)
    assert close(-2/za*moment(1, lambda k: amps(k, za)[0]*amps(k, za)[1]), 1/g, 1e-9)
    green = [quad(lambda x: 2*x**(g-l)*exp(-x)*Gam(g+l+2)*gammainc(g+l+2, x)/(2*l+1),
                  0, 60, epsabs=1e-13, epsrel=1e-12, limit=200)[0] for l in (0, 1)]
    assert close(moment(-2, density(za)), a*a*(green[0]+s*s*green[1]), 1e-9)

# growth of cut-off moments; n = 2 grows once gamma < 1/2
for za, n in ((alpha, 4), (32*alpha, 3), (32*alpha, 4), (80*alpha, 2), (80*alpha, 3), (0.9, 2)):
    q = n-2*params(za)[0]-1
    s1, s2 = segment(n, density(za), 1e7, 2e7), segment(n, density(za), 2e7, 4e7)
    assert close(s1, tail_T(za)*1e7**q*(2**q-1)/q, 1e-4)
    assert (s2 > s1) == (n >= 3 or za > sqrt(3)/2)
# nonrelativistic limit
for k in (0.5, 3.0, 30.0):
    q0, q1 = direct(k, 1.0)
    assert close(q0, 2/(1+k*k)**2, 1e-8) and close(q1, 2*k/(1+k*k)**2, 1e-8)
schr = lambda n: 16/pi*Beta((n+3)/2, (5-n)/2)
for n in range(-2, 5):
    assert close(moment(n, lambda k: 32/pi/(1+k*k)**4), schr(n), 1e-9)
g1 = params(alpha)[0]
assert close(density(alpha)(1e9)*1e9**(2*g1+4), 8/pi*alpha**2, 1e-3)
assert close((g1+1)*tan(pi*g1/2), 8/(pi*alpha**2), 1e-3)
assert close(moment(2, density(alpha))-1, 2*alpha**2, 1e-3)
for za in np.linspace(0.005, 0.995, 100):
    G, F = amps(1e12, za)
    assert abs(F/G) > 4/(pi*za)

# worked example Z = 32
Z = 32
za = Z*alpha
g, s, a = params(za)
eps0, T, dens = c*c*(g-1), tail_T(za), density(za)
kstar = (g+1)*tan(pi*g/2)
slope_star = log(direct(kstar*1.01, g)[0]/direct(kstar/1.01, g)[0])/(2*log(1.01))
assert abs(slope_star+g+2.5) < 1e-2
kcross = brentq(lambda k: sum(amps(k, za)), 1.0, 100.0)

def laplacians(P, Q, V, dV, eps):   # P'' and Q''-2Q/r^2 from the radial Dirac equations
    B = (eps-V)/c
    A = B+2*c
    return A, B, -dV*Q/c-A*B*P, dV*P/c-A*B*Q
r = 0.4/Z
second = (g/r-Z)**2-g/r**2
_, _, l0, l1 = laplacians(1.0, -s, -Z/r, Z/r**2, eps0)
assert close(l0, second, 1e-9) and close(l1, -s*(second-2/r**2), 1e-9)

def shoot(eps, R):
    def rhs(t, y, inside):
        r = exp(t)
        V, dV = (-Z*(3-(r/R)**2)/(2*R), Z*r/R**3) if inside else (-Z/r, Z/r**2)
        P, Q = y[0], y[1]
        A, B, l0, l1 = laplacians(P, Q, V, dV, eps)
        return [P+r*A*Q, -Q-r*B*P, r*(P*P+Q*Q), r*((A*Q)**2+(B*P)**2), r*(l0*l0+l1*l1)]
    def go(ra, rb, y, inside):
        return solve_ivp(rhs, (log(ra), log(rb)), y, method='DOP853', rtol=1e-10, atol=1e-60,
                         first_step=1e-3, args=(inside,)).y[:, -1]
    r0 = 1e-4*R
    out = go(r0, R, [r0, -(eps+1.5*Z/R)/c*r0*r0/3, 0, 0, 0], True)
    out = go(R, 1/Z, out, False)
    inw = go(35/Z, 1/Z, [1.0, -s, 0, 0, 0], False)
    tot = out[2:]-(out[0]/inw[0])**2*inw[2:]
    return out[1]/out[0]-inw[1]/inw[0], tot[1]/tot[0]/Z**2, tot[2]/tot[0]/Z**4

def finite_nucleus(R):
    eps = brentq(lambda e: shoot(e, R)[0], eps0-1, eps0+1, xtol=1e-9)
    return (eps,)+shoot(eps, R)[1:]
small = [finite_nucleus(x*fm) for x in (0.4, 0.2, 0.1)]
k2 = (2-g)/(g*(2*g-1))
assert abs(small[2][0]-eps0) < 1e-4 and close(small[2][1], k2, 2e-4)
expo = np.log2((small[2][2]-small[1][2])/(small[1][2]-small[0][2]))
assert abs(expo-(3-2*g)) < 5e-3
R = 5*fm
epsR, k2R, k4R = finite_nucleus(R)
assert epsR > eps0 and k2R < k2 and k4R > schr(4)
keff = brentq(lambda K: moment(4, dens, K)-k4R, 5.0, 1e5)

print(f"c = 1/alpha = {c:.6f} a.u.; 1 a.u. of momentum = {alpha:.8f} mc; mc = {mc_MeV:.6f} MeV/c")
print(f"Z = {Z}: Z alpha = {za:.6f}, gamma = {g:.6f}, s = {s:.6f}, a = {a:.6f}")
print(f"energy eps = {eps0:.4f} hartree (Schroedinger {-Z*Z/2:.1f} hartree)")
print(f"weights large, small = {(1+g)/2:.6f}, {(1-g)/2:.6f}")
print(f"tail exponent gamma+2 = {g+2:.6f}; moment bound 2 gamma+1 = {2*g+1:.6f}")
print(f"cos(pi g/2) = {cos(pi*g/2):.6f}, sin = {sin(pi*g/2):.6f}, tan = {tan(pi*g/2):.4f}")
print(f"Gamma(g) = {Gam(g):.6f}, Gamma(g+1) = {Gam(g+1):.6f}, Gamma(2g+1) = {Gam(2*g+1):.6f}")
print(f"tail coefficients of k^(-g-2): G {sqrt(2/pi)*a*Gam(g+1)*cos(pi*g/2):.6f}, F {-sqrt(2/pi)*a*za*Gam(g)*sin(pi*g/2):.6f}")
print(f"limit |F/G| = {za*tan(pi*g/2)/g:.4f}, lower bound 4/(pi Z alpha) = {4/(pi*za):.4f}")
print(f"T = {T:.6f}, small-Z estimate (8/pi)(Z alpha)^2 = {8/pi*za*za:.6f}")
print("k=p/Z, G, F, Schroedinger, slope G, slope F (all dimensionless)")
for k in (0.5, 1.0, 10.0, 100.0, 1000.0, 1e4):
    G, F = amps(k, za)
    hi, lo = amps(k*1.001, za), amps(k/1.001, za)
    sl = [log(hi[i]/lo[i])/(2*log(1.001)) for i in (0, 1)]
    print(f"  {k:7g} {G:.5e} {F:.5e} {sqrt(32/pi)/(1+k*k)**2:.5e} {sl[0]:.4f} {sl[1]:.4f}")
print(f"crossover k* = {kstar:.3f}, p* = {kstar*Z:.1f} a.u. = {kstar*za:.3f} mc = {kstar*za*mc_MeV:.3f} MeV/c")
print(f"estimate 8/(pi Z alpha) = {8/(pi*za):.3f} mc; slope of G at k* = {slope_star:.4f}, -(g+5/2) = {-g-2.5:.4f}")
print(f"|F| = |G| at k = {kcross:.3f}, p = {kcross*Z:.1f} a.u. = {kcross*za:.3f} mc")
nr_prob = segment(0, lambda k: 32/pi/(1+k*k)**4, 1/za, KMAX)
print(f"k at p = mc: {1/za:.4f}; probability p > mc: Dirac {segment(0, dens, 1/za, KMAX):.4e}, Schroedinger {nr_prob:.4e}")
for n in (-2, -1, 1, 2):
    print(f"<p^{n}>/Z^{n}: Dirac {moment(n, dens):.6f}, Schroedinger {schr(n):.6f}")
print(f"<p^2> = {k2*Z*Z:.2f} a.u.; estimate 1+2(Z alpha)^2 = {1+2*za*za:.6f}; <c alpha.p> = {Z*Z/g:.3f} hartree")
print(f"Schroedinger <p^3>/Z^3 = {schr(3):.6f}, <p^4>/Z^4 = {schr(4):.6f}")
print(f"growth powers q: n=3 {2-2*g:.6f}, n=4 {3-2*g:.6f}")
for K in (10.0, 100.0, 1e3, 1e4):
    print(f"cut-off k < {K:g}: <p^3>/Z^3 = {moment(3, dens, K):.4f}, <p^4>/Z^4 = {moment(4, dens, K):.3f}")
print(f"<p^2> finite for Z < sqrt(3)/(2 alpha) = {sqrt(3)/2*c:.3f}")
ks1 = (g1+1)*tan(pi*g1/2)
print(f"Z = 1: 1-gamma = {1-g1:.4e}, p* = {ks1:.0f} a.u. = {ks1*alpha:.1f} mc, 1/p* = {1/ks1/fm:.3f} fm, T = {tail_T(alpha):.4e}")
g80 = params(80*alpha)[0]
print(f"Z = 80: gamma = {g80:.6f}, k* = {(g80+1)*tan(pi*g80/2):.3f}, <p^2>/Z^2 = {moment(2, density(80*alpha)):.5f}")
print(f"uniform sphere R = {R/fm:.1f} fm = {R:.4e} bohr, 1/R = {1/R:.0f} a.u., 1/(ZR) = {1/(Z*R):.1f}")
print(f"  energy shift = {epsR-eps0:.3e} hartree, <p^2>/Z^2 = {k2R:.6f}, <p^4>/Z^4 = {k4R:.2f}")
print(f"  point-nucleus cut-off giving the same <p^4>: k = {keff:.1f}, pR = {keff*Z*R:.3f}")
print("  <p^4>/Z^4 at R = 0.4, 0.2, 0.1 fm: " + ", ".join(f"{x[2]:.1f}" for x in small))
print(f"  exponent from differences = {expo:.4f}, 3-2 gamma = {3-2*g:.4f}")
print("checks complete")
```

It prints:

```
c = 1/alpha = 137.035999 a.u.; 1 a.u. of momentum = 0.00729735 mc; mc = 0.510999 MeV/c
Z = 32: Z alpha = 0.233515, gamma = 0.972353, s = 0.118394, a = 1.998170
energy eps = -519.1768 hartree (Schroedinger -512.0 hartree)
weights large, small = 0.986177, 0.013823
tail exponent gamma+2 = 2.972353; moment bound 2 gamma+1 = 2.944706
cos(pi g/2) = 0.043414, sin = 0.999057, tan = 23.0124
Gamma(g) = 1.016734, Gamma(g+1) = 0.988624, Gamma(2g+1) = 1.901667
tail coefficients of k^(-g-2): G 0.068428, F -0.378169
limit |F/G| = 5.5265, lower bound 4/(pi Z alpha) = 5.4525
T = 0.147694, small-Z estimate (8/pi)(Z alpha)^2 = 0.138858
k=p/Z, G, F, Schroedinger, slope G, slope F (all dimensionless)
      0.5 2.00411e+00 -1.17337e-01 2.04258e+00 -0.7868 0.2098
        1 7.95486e-01 -9.27100e-02 7.97885e-01 -1.9648 -0.9764
       10 3.95403e-04 -3.92831e-04 3.12865e-04 -3.7508 -2.9277
      100 1.12965e-07 -4.29160e-07 3.19090e-08 -3.2840 -2.9713
     1000 8.65865e-11 -4.57718e-10 3.19153e-12 -3.0158 -2.9723
    10000 8.86722e-14 -4.87832e-13 3.19154e-16 -2.9769 -2.9723
crossover k* = 45.388, p* = 1452.4 a.u. = 10.599 mc = 5.416 MeV/c
estimate 8/(pi Z alpha) = 10.905 mc; slope of G at k* = -3.4701, -(g+5/2) = -3.4724
|F| = |G| at k = 10.080, p = 322.5 a.u. = 2.354 mc
k at p = mc: 4.2824; probability p > mc: Dirac 2.1559e-03, Schroedinger 1.2156e-03
<p^-2>/Z^-2: Dirac 4.806248, Schroedinger 5.000000
<p^-1>/Z^-1: Dirac 1.659270, Schroedinger 1.697653
<p^1>/Z^1: Dirac 0.879738, Schroedinger 0.848826
<p^2>/Z^2: Dirac 1.118724, Schroedinger 1.000000
<p^2> = 1145.57 a.u.; estimate 1+2(Z alpha)^2 = 1.109059; <c alpha.p> = 1053.115 hartree
Schroedinger <p^3>/Z^3 = 1.697653, <p^4>/Z^4 = 5.000000
growth powers q: n=3 0.055294, n=4 1.055294
cut-off k < 10: <p^3>/Z^3 = 2.0153, <p^4>/Z^4 = 5.759
cut-off k < 100: <p^3>/Z^3 = 2.5211, <p^4>/Z^4 = 24.299
cut-off k < 1000: <p^3>/Z^3 = 2.9945, <p^4>/Z^4 = 212.698
cut-off k < 10000: <p^3>/Z^3 = 3.5264, <p^4>/Z^4 = 2338.091
<p^2> finite for Z < sqrt(3)/(2 alpha) = 118.677
Z = 1: 1-gamma = 2.6626e-05, p* = 47819 a.u. = 349.0 mc, 1/p* = 1.107 fm, T = 1.3561e-04
Z = 80: gamma = 0.811906, k* = 5.953, <p^2>/Z^2 = 2.34580
uniform sphere R = 5.0 fm = 9.4486e-05 bohr, 1/R = 10584 a.u., 1/(ZR) = 330.7
  energy shift = 5.355e-03 hartree, <p^2>/Z^2 = 1.118142, <p^4>/Z^4 = 131.35
  point-nucleus cut-off giving the same <p^4>: k = 620.9, pR = 1.877
  <p^4>/Z^4 at R = 0.4, 0.2, 0.1 fm: 1794.6, 3720.5, 7722.4
  exponent from differences = 1.0551, 3-2 gamma = 1.0553
checks complete
```
